# Why supercritical drying prevents the capillary collapse of patterned lines

## Definitions and conventions

Long parallel lines of a low-k dielectric have width $t$, height $H$ and gap $w$. All forces are per unit length along the lines. A long line bends in plane strain, so its stiffness is $E'I$, with $E'=E/(1-\nu^2)$ and $I=t^3/12$; $E$ is Young's modulus and $\nu$ Poisson's ratio. The liquid–vapour tension is $\gamma$ and the contact angle, measured in the liquid, is $\theta$. Suction means vapour pressure minus liquid pressure.

For the drying fluid, $n$ is density divided by critical density $n_c$, $T_r=T/T_c$, and $\tau=1-T_r$. Pressures and free-energy densities of the model fluid are in units of the critical pressure $p_c$.

The claim is this. If a fluid filling the gaps passes from liquid density to gas density around its critical point, it never separates into two phases. No meniscus forms, and the suction of a meniscus is absent. This holds if the fluid is nearly free of the previous rinse and stays above $T_c$ while it is thinned. Lines that already stick together are not released.

## Contribution 1: the suction of a meniscus

Let the liquid surface in a gap be $y(x)$, $|x|\le w/2$, with liquid below. The energy has three parts: the area of the liquid surface, the wetting of the walls (a gain of $\gamma\cos\theta$ per unit height on each) and the work done against the suction $q$ when liquid rises. Equilibrium makes

$$
\gamma\int\sqrt{1+y'^2}\,dx-\gamma\cos\theta\,[y(\tfrac w2)+y(-\tfrac w2)]+q\int y\,dx
$$

stationary. Varying $y$ inside the gap and at its ends gives

$$
\gamma\frac{d}{dx}\frac{y'}{\sqrt{1+y'^2}}=q,\qquad
\frac{y'}{\sqrt{1+y'^2}}\Big|_{\pm w/2}=\pm\cos\theta .
$$

The first equation says that the curvature is constant. Integrating it across the gap gives $qw=2\gamma\cos\theta$, or

$$
q=\frac{2\gamma\cos\theta}{w}.
$$

The suction is proportional to the tension. From here on $\theta=0$, the case of a fully wetting liquid. At other angles the surface also pulls the line sideways with a force $\gamma\sin\theta$, which the formulas below omit.

## Contribution 2: elastic resistance

Take two neighbouring lines with liquid between them and empty gaps outside. Each line carries a uniform load $q$ towards the other. At height $z$ the bending moment is $q(H-z)^2/2$, so $E'Iu''=q(H-z)^2/2$. With a rigid clamp at the base, the tip deflection is

$$
u=\int_0^H (H-z)\,\frac{q(H-z)^2}{2E'I}\,dz=\frac{qH^4}{8E'I}.
$$

The meniscus sits at the mouth, which has narrowed to $w-2u$. Hence $q=2\gamma/(w-2u)$ and

$$
u(w-2u)=\frac{\gamma H^4}{4E'I}=\frac{3\gamma H^4}{E't^3}.
$$

The left side has its maximum, $w^2/8$, at $u=w/4$. Equilibrium therefore requires

$$
N\equiv\frac{24\,\gamma H^4}{E't^3w^2}\le 1,\qquad
u=\frac w4\left(1-\sqrt{1-N}\right).
$$

At equilibrium the elastic load rises with deflection at the rate $q/u$ and the suction at the rate $2q/(w-2u)$. The elastic load rises faster if $u<w/4$, so the root with the minus sign is the stable one. For $N>1$ the suction exceeds the elastic load at every deflection and the lines close.

**A partly emptied gap.** Let the meniscus stand at $h=sH$. The same argument gives its deflection $u_h=(w/4)(1-\sqrt{1-Ns^4})$. Above it the line is straight, with slope $qh^3/(6E'I)=4u_h/(3h)$, so

$$
u_{\rm top}=u_h\left[1+\frac{4(1-s)}{3s}\right]=u_h\,\frac{4-s}{3s}.
$$

The ratio $u_h/s^4$ does not decrease with $s$, because $1-\sqrt{1-x}$ is convex and vanishes at zero. The remaining factor $s^3(4-s)/3$ increases for $s\le1$. The full gap is therefore the most dangerous.

**Equally filled gaps.** If all gaps are full, the loads on each line cancel. Now let the lines lean in pairs, so that the gaps alternate between $w-2u$ and $w+2u$, with separate liquid in each. Suppose first that both menisci stay at the mouth. The net load is

$$
\frac{2\gamma}{w-2u}-\frac{2\gamma}{w+2u}=\frac{8\gamma u}{w^2-4u^2}.
$$

For small $u$ the elastic restoring load is $8E'Iu/H^4$, and it exceeds the net suction if $\gamma H^4/(E'Iw^2)<1$. Since $I=t^3/12$, the left side is $N/2$. With the menisci held at the mouth, equal filling thus raises the limit to $N=2$ for small disturbances.

This protection is lost once the levels start to fall. Let them stand just below the mouth, and let each gap keep its liquid while the lines lean. Treat the menisci first as flat, which is the limit $w\ll H$. With $\Phi=\int_0^H u\,dz$, the level rises by $2\Phi/w$ in the narrowed gap and falls by as much in the widened one. Between the two levels the suction $2\gamma/w$ acts on one side only, which adds a force $8\gamma\Phi/w^2$ near the top. With $\Lambda=8\gamma H^4/(E'Iw^2)=4N$ and $u$ now the tip deflection, the beam formulas for a uniform load and an end force give

$$
u=\Lambda\left(\frac u8+\frac{\Phi}{3H}\right),\qquad
\frac{\Phi}{H}=\Lambda\left(\frac u{20}+\frac{\Phi}{8H}\right).
$$

A lean can persist when $(1-\Lambda/8)^2=\Lambda^2/60$, whose smallest root is $\Lambda=3.94$, or $N=0.98$. This is the limit of slender gaps. The meniscus is a half-circle that leaves an area $\pi g^2/8$ empty below the contact line in a gap of width $g$, so the level shifts by $2\Phi/w-\pi u/2$, and $\Phi$ on the right-hand sides becomes $\Phi-\pi wu/4$. For $H/w=5$ the smallest root is then $\Lambda=4.93$, or $N=1.23$. Even filling is therefore no dependable protection above $N\approx1$ for slender gaps, or above $N\approx1.2$ for $H/w=5$.

## Weighing the liquids

The example has $t=w=30$ nm, $H=150$ nm, $E=8$ GPa and $\nu=0.25$, so $E'=8.53$ GPa. Setting $N=1$ gives the largest safe tension:

$$
\gamma_{\max}=\frac{E't^3w^2}{24H^4}
=\frac{(8.53\times10^9)(2.43\times10^{-38})}{24\,(5.06\times10^{-28})}\ \mathrm{N/m}
=17.1\ \mathrm{mN/m}.
$$

At that limit the mouth has shrunk to $w/2$ and the suction is $4\gamma_{\max}/w=2.28$ MPa. With geometry and contact angle held fixed, $N=\gamma/\gamma_{\max}$, and the greatest safe height is $HN^{-1/4}$. The tensions are rough typical values.

| Liquid | $\gamma$ (mN/m) | $2\gamma/w$ (MPa) | $N$ | Safe height (nm) |
|---|---:|---:|---:|---:|
| water | 72 | 4.8 | 4.2 | 105 |
| isopropanol | 21 | 1.4 | 1.2 | 142 |
| liquid CO₂, 293 K | 1.1 | 0.08 | 0.07 | 295 |

At $\theta=0$ water closes the gaps even if they are equally full. This verdict needs a wetting surface. On a hydrophobic low-k wall the suction is much weaker; with the sideways pull $\gamma\sin\theta$ and the tilt of the walls included, the safe tension for a full gap beside empty ones is about 46 mN/m at $80^\circ$ and 85 mN/m at $90^\circ$. Isopropanol closes a full gap whose neighbours are empty. Equal filling protects it against small disturbances while the menisci stay at the mouth, but drying must move them from there, and isopropanol then lies right at the leaning limit $N\approx1.2$ of this geometry. Liquid carbon dioxide has a meniscus, yet these lines survive it. Removing the interface is therefore sufficient to remove capillary collapse, but not necessary for every pattern. Since $N\propto H^4$, the remaining tension matters again for taller lines.

## Contribution 3: what the critical point removes

The van der Waals fluid shows the mechanism. In reduced variables its pressure and free-energy density are

$$
p=\frac{8T_rn}{3-n}-3n^2,\qquad
f=\frac{8T_r}{3}\,n\ln\frac{n}{3-n}-3n^2,
$$

up to terms linear in $n$, which do not affect coexistence. Differentiating,

$$
f'=\frac{8T_r}{3}\left[\ln\frac n{3-n}+\frac3{3-n}\right]-6n,
$$

and $nf'-f$ returns $p$, as it must. A second derivative gives

$$
f''=\frac{8T_r}{3}\left[\frac{3}{n(3-n)}+\frac{3}{(3-n)^2}\right]-6
=\frac{24T_r}{n(3-n)^2}-6 .
$$

The denominator is largest where $3(3-n)(1-n)=0$, that is at $n=1$, where it equals 4. Hence

$$
\min_n f''=6(T_r-1).
$$

Two coexisting phases need the same chemical potential $f'$ at different densities. Above $T_c$, $f'$ rises strictly with $n$, so this is impossible. Below $T_c$, $f$ has a concave part and a common tangent joins a gas to a liquid. For carbon dioxide, with rough values $T_c=304$ K and $p_c=7.4$ MPa, the minimum at 313 K is $0.18\,p_c$: small, but positive.

**How the tension vanishes below $T_c$.** An interface also costs energy because density varies. Let the attraction be $-C/r^6$ beyond the molecular diameter $d$. Its uniform part is $-a\rho^2$, with $\rho$ the number density. Expanding $\rho$ to second order about each molecule and integrating by parts adds $\tfrac12K|\nabla\rho|^2$, where

$$
\frac Ka=\frac13\,\frac{\int_d^\infty r^2\,r^{-6}\,r^2dr}{\int_d^\infty r^{-6}\,r^2dr}
=\frac13\,\frac{1/d}{1/(3d^3)}=d^2 .
$$

Since $a\rho^2=3p_cn^2$, the reduced gradient term is $\tfrac32d^2n'^2$. Let $\Delta\omega=f-\mu n+p$, taken at the coexistence values of $\mu$ and $p$. The profile of least energy obeys $\tfrac32d^2n'^2=\Delta\omega$, because this first integral vanishes in both bulk phases. The tension is then

$$
\gamma=p_c\int2\Delta\omega\,dz=p_cd\int_{n_g}^{n_l}\sqrt{6\,\Delta\omega}\;dn .
$$

Near $T_c$ put $n=1+\varphi$. Then $n(3-n)^2=4-3\varphi^2+\varphi^3$, and to leading order $f''=-6\tau+\tfrac92\varphi^2$. Since $\Delta\omega$ has double zeros at the two phases $\pm\varphi_0$,

$$
\Delta\omega=\tfrac38(\varphi^2-\varphi_0^2)^2,\qquad \varphi_0^2=4\tau,
$$

$$
\gamma=\tfrac32p_cd\int_{-\varphi_0}^{\varphi_0}(\varphi_0^2-\varphi^2)\,d\varphi
=2p_cd\,\varphi_0^3=16\,p_cd\,\tau^{3/2}.
$$

The excluded volume $2\pi d^3/3=k_BT_c/(8p_c)$ gives $d=0.323$ nm. Evaluating the full integral numerically at 293 K gives 0.26 mN/m. The value 1.1 mN/m in the table comes instead from the rough empirical law $75\,\tau^{1.26}$ mN/m, so the mean-field model is too low by about a factor of four. Its exponent $3/2$ also differs from the true one, near 1.26. Both laws vanish at $T_c$, and that is the feature used here.

**Can the gap itself restore two phases?** Below $T_c$, narrow gaps can hold liquid when the bulk is gas, so avoiding the bulk coexistence line is not by itself enough. Above $T_c$ this escape is closed in the present model. The energy to be minimised in the gap is

$$
\int\left[f(n)-\mu n+\tfrac32d^2|\nabla n|^2\right]dV-g\int_{\rm walls}n\,dS .
$$

The first term is strictly convex, the gradient term is convex and the others are linear. If two different profiles were both minima, their average would have lower energy, a contradiction. The profile is therefore unique, and no gas-filled and liquid-filled portions can meet at a meniscus.

Numerical minimisation in a gap of $30d$ with weakly attractive walls ($g=0.05\,p_cd$) illustrates the difference. At $T_r=0.95$ and bulk coexistence, gas-like and liquid-like starting profiles end $0.88\,n_c$ apart at mid-gap, which is the bulk difference $n_l-n_g$: both fillings persist in the gap. At 313 K, for seven chemical potentials, they end at the same profile to within $10^{-6}n_c$.

The solid–fluid interfaces remain, with denser fluid near attractive walls. What has gone is the fluid–fluid interface and its suction.

## Contribution 4: the path

Start with liquid carbon dioxide at 293 K and 10 MPa. Heat it at constant pressure to 313 K, then release it at constant temperature. During heating the pressure exceeds $p_c$, above which there is no coexistence; during release the temperature exceeds $T_c$. In the model, release begins at $n=1.42$ and the density falls continuously.

Constant temperature requires heat. Without it, let $v=1/n$ and let $c=c_v/k_B=3.5$, a rough value for the gas. The reduced energy per molecule is $\tfrac83cT_r-3/v$, and the first law $du=-p\,dv$ reads

$$
\frac83c\,dT_r+\frac{3}{v^2}dv=-\frac{8T_r}{3v-1}dv+\frac3{v^2}dv .
$$

The attraction terms cancel, leaving $c\,d\ln T_r=-dv/(v-\tfrac13)$, so that $T_r^{\,c}(v-\tfrac13)$ is constant. Following this curve to its numerical intersection with the coexistence curve gives 298 K, $1.29\,n_c$ and 6.8 MPa. In this model, an adiabatic release from the same supercritical state thus enters the two-phase region after cooling by only 15 K. The exact figure depends on the equation of state. Starting above $T_c$ is not enough. For the lines of this example the tension there is still harmless, but it grows as the fluid cools further.

## Contribution 5: residual rinse

The argument for a pure fluid fails if isopropanol remains. For a mixture with number densities $\rho_i$, the van der Waals free-energy density is

$$
F=k_BT\sum_i\rho_i\left[\ln\frac{\rho_i}{1-B}-1\right]-\Big(\sum_i\sqrt{a_i}\,\rho_i\Big)^2,\quad B=\sum_ib_i\rho_i .
$$

Move a small fraction $\epsilon$ of the volume to trial densities $m_i$, conserving molecules. To first order the free energy per volume changes by $\epsilon D$, with

$$
D=F(m)-F(\rho)-\sum_i\frac{\partial F}{\partial\rho_i}(m_i-\rho_i).
$$

A negative $D$ for any trial means that the fluid can lower its energy by separating. I searched trial compositions and densities on a grid at 313 K, for fluid densities from $B=0.02$ to $0.55$, using rough isopropanol values $T_c=508$ K and $p_c=4.8$ MPa. In this model, separation first becomes possible at about 2 mol% isopropanol.

This must not be read as a safe limit. The model gives isopropanol a vapour pressure at 313 K some thirty times too high, so it understates how readily isopropanol condenses during release. The real limit is probably below 1 mol%. Isopropanol also forms hydrogen bonds, which the model lacks, and the geometric-mean attraction between unlike molecules is an assumption. What the model shows is the mechanism: a small residue can bring back two phases above the critical temperature of pure carbon dioxide. The exchange before heating must also proceed without a meniscus, which is assumed here.

## Weighing what was neglected

**Elastic compliance.** Shear adds a tip deflection $qH^2/(2\cdot\tfrac56Gt)$, with $G=E/[2(1+\nu)]$. Relative to bending this is

$$
\frac{4E'I}{\tfrac56GtH^2}=4.3\%.
$$

A base of the same material also rotates. Under a moment $M$, the bending stress $12Mx/t^3$ acts on a half-plane, whose surface moves by $-(2/\pi E')\ln|x-s|$ per unit line force. Equating $M$ times the rotation to the work integral gives

$$
\text{rotation}=-\frac{288M}{\pi E't^6}\iint xs\ln|x-s|\,dx\,ds=\frac{18M}{\pi E't^2},
$$

because, with $\xi=|x-s|/t$, the double integral over the line width reduces to $\tfrac{t^4}{6}\int_0^1(1-3\xi+2\xi^3)\ln\xi\,d\xi=-t^4/16$. With $M=qH^2/2$, the added tip deflection relative to bending is $6t/(\pi H)=38\%$. This is the largest mechanical correction. Together the two multiply $N$ by about 1.42 and lower the safe tension to about 12 mN/m. The order of the liquids does not change. Isopropanol, now at $N\approx1.75$, lies clearly above the leaning limit of about 1.2, though still below 2.

**Axial pull.** The pull of water's surface along a line is 3.4% of the buckling load $\pi^2E'I/(4H^2)$. Acting on one face, it also exerts a moment $\gamma t/2$, whose deflection relative to that of the suction is $tw/H^2=4\%$.

**Dispersion attraction.** This force survives supercritical drying. For two half-spaces with pair energy $-C/r^6$, a molecule and a plane layer at distance $z$ attract with energy $-\pi C\rho/(2z^4)$ per layer thickness. Summing over layers gives, per area,

$$
W=-\frac{\pi C\rho^2}{2}\int_w^\infty\frac{z-w}{z^4}dz=-\frac{\pi C\rho^2}{12w^2}.
$$

With $A=\pi^2C\rho^2$, the pressure is $A/(6\pi w^3)$. For a rough $A=10^{-19}$ J it is about 200 Pa, or roughly $10^{-4}$ of the pull-in suction. It becomes important when lines nearly touch.

**Flow during venting.** Gas leaving a gap has mean speed $rz$ at height $z$, where $r$ is the fractional rate of density loss. Flow between plates needs a pressure gradient $12\eta rz/w^2$, with $\eta$ the viscosity, so the total difference is $6\eta rH^2/w^2$. Suppose 10 MPa is released linearly in 60 s and $\eta=5\times10^{-5}$ Pa s. Then $r$ reaches 0.83 s⁻¹ at $0.01\,n_c$, the lowest density considered, and the difference is

$$
6(5\times10^{-5})(0.83)(25)\ \mathrm{Pa}=6\times10^{-3}\ \mathrm{Pa}.
$$

At this density the mean free path is about equal to the gap, so the gas slips at the walls and the figure is an upper estimate. Viscous loading inside the gaps is negligible at this venting rate.

## The real process

A modulus of several GPa and lines tens of nanometres wide are reasonable for low-k patterns, though porous films can be softer. Real lines are also tapered, rough and sometimes damaged at the sidewalls. Because $N\propto1/(Et^3)$, halving the modulus doubles $N$, and a line 10% thinner raises it by 37% if the gap is unchanged. At fixed pitch the gap widens and the rise is only 13%. With both changes and the compliant base and shear, liquid carbon dioxide would still have $N$ between 0.2 and 0.3 here, while isopropanol would be well above 2.

For such a pattern the choice between liquid and supercritical carbon dioxide rests on height and margin; for much taller structures the absence of any meniscus becomes decisive. That advantage holds if the rinse has been exchanged, the fluid stays above its critical temperature during release, and swelling or adhesion has not already brought the lines together.
